# Why correlated scattering from an atomic row gives an E^(-1/4) angle

## A row with potential \(K/r^2\)

Take an ion of kinetic energy \(E\) approaching a straight, fixed row at a small angle \(\psi\). Let \(z\) run along the row and \(r\) be the distance from it. The motion is classical and lies in a plane containing the row. For a start, smear the atoms into a continuous string with potential energy

\[
U(r)=\frac{K}{r^2},\qquad K>0 .
\]

The ion has mass \(m\) and speed \(v\), with \(E=mv^2/2\). At small angles the speed along the row stays close to \(v\), so \(d/dt=v\,d/dz\). Newton's equation \(m\ddot r=-U'(r)\) becomes

\[
2E\,\frac{d^2r}{dz^2}=-U'(r).
\]

Multiplying by \(dr/dz\) and integrating gives conservation of transverse energy,

\[
E\left(\frac{dr}{dz}\right)^2+U(r)=E\psi^2. \tag{1}
\]

The constant is fixed far from the row, where \(U=0\) and \(dr/dz=-\psi\). At closest approach the slope vanishes, so \(U(r_m)=E\psi^2\) and

\[
r_m=\frac{1}{\psi}\sqrt{\frac{K}{E}} .
\]

The whole path follows from \(w=r^2\). Since \(w'=2rr'\), equation (1) gives

\[
w'^2=4r^2\left(\psi^2-\frac{K}{Er^2}\right)=4\psi^2(w-r_m^2).
\]

Differentiating and dividing by \(2w'\) gives \(w''=2\psi^2\), which extends through the turning point by continuity. With \(z=0\) at closest approach,

\[
r^2=r_m^2+\psi^2z^2,\qquad \frac{dr}{dz}=\frac{\psi^2z}{r}. \tag{2}
\]

The path is a hyperbola. At \(z=\pm r_m/\psi\) the distance is \(\sqrt2\,r_m\) and the slope is \(\pm\psi/\sqrt2\). Between these points the slope changes by \(\sqrt2\,\psi\), out of a total change of \(2\psi\). A length \(2r_m/\psi\) therefore produces the fraction \(1/\sqrt2\), about 71%, of the deflection.

## Counting the atoms

Now recall that the string consists of atoms with spacing \(d\). The number sharing the main part of the deflection is

\[
N=\frac{2r_m}{\psi d}=\frac{2}{\psi^2d}\sqrt{\frac{K}{E}} .
\]

This number falls as the angle rises, for two reasons: the ion comes closer, and it crosses the region of strong force more steeply. Define

\[
\psi_2=\left(\frac{K}{Ed^2}\right)^{1/4}. \tag{3}
\]

Then \(\psi_2^2=\sqrt{K/E}/d\), and

\[
N=2\left(\frac{\psi_2}{\psi}\right)^2,\qquad
\psi_N=\sqrt{\frac2N}\,\psi_2. \tag{4}
\]

If at least \(N\) atoms must share the main deflection, \(\psi_N\) is the largest permitted angle. It varies as \(E^{-1/4}\) for every fixed \(N\).

The conventional low-energy angle \(\psi_2\) corresponds to \(N=2\), which is hardly "many" atoms. It marks the edge of correlated scattering. Asking for eight atoms halves the angle and leaves the exponent alone.

The limit of small \(\psi\) is as it should be: \(N\) grows without bound, and the smeared string becomes a better description. Motion outside the plane does not make the approach closer. If the ion's transverse path is aimed at a distance \(h\) from the row, angular momentum adds \(E\psi^2h^2/r^2\) to the potential energy in (1), so \(r_m^2=K/(E\psi^2)+h^2\). The planar case \(h=0\) is the most demanding.

## Where the inverse square comes from

Let the ion and row atoms have nuclear charges \(Z_1\) and \(Z_2\). Write \(q=Z_1Z_2e^2\), with \(e^2\) in Gaussian form, equal to \(e^2/(4\pi\varepsilon_0)\) in SI. Lindhard's standard atomic potential is

\[
V(R)=q\left[\frac1R-\frac1{\sqrt{R^2+b^2}}\right],\qquad b=Ca,\quad C^2=3,
\]

where \(R\) is the distance from the nucleus and \(a\) is the screening length. Its average along the row is

\[
U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .
\]

Each term alone diverges logarithmically, so integrate the difference between \(-L\) and \(L\):

\[
\frac{2q}{d}\left[\operatorname{arsinh}\frac Lr-
\operatorname{arsinh}\frac L{\sqrt{r^2+b^2}}\right].
\]

For large \(L\), \(\operatorname{arsinh}(L/r)\) approaches \(\ln(2L/r)\). The logarithms of \(L\) cancel, leaving

\[
U(r)=A\ln\left(1+\frac{b^2}{r^2}\right),\qquad A=\frac qd. \tag{5}
\]

For \(r\gg b\), \(\ln(1+u)\simeq u\) gives \(U\simeq K/r^2\) with \(K=Ab^2\). The opening case is thus the outer part of this row potential.

With the characteristic angle \(\psi_1=\sqrt{2q/(Ed)}=\sqrt{2A/E}\), equation (3) becomes

\[
\psi_2^4=\frac{Ab^2}{Ed^2}=\frac{\psi_1^2C^2a^2}{2d^2},
\qquad
\psi_2=\left(\frac{Ca\,\psi_1}{\sqrt2\,d}\right)^{1/2}. \tag{6}
\]

One square root of \(E^{-1/2}\) gives \(E^{-1/4}\).

### A row with round parameters

Choose \(Z_1=30\), \(Z_2=50\), \(d=5\) Å, \(a=0.1\) Å and \(E=40\) keV. These define a model row, not a named crystal. With \(e^2=14.40\) eV Å,

\[
A=\frac{30\times50\times14.40}{5}\simeq4320\ \text{eV},\qquad
K=4320\times0.03\simeq129.6\ \text{eV Å}^2 .
\]

Hence \(K/d^2=5.184\) eV and

\[
\psi_2=\left(\frac{5.184}{40000}\right)^{1/4}=0.1067\ \text{rad}=6.11^\circ .
\]

The angles for \(N=4\) and \(N=8\) are \(4.32^\circ\) and \(3.06^\circ\). At fixed \(N=2\), raising the energy fourfold to 160 keV also gives \(4.32^\circ\), because \(4^{-1/4}=1/\sqrt2\).

For comparison, \(\psi_1=0.465\) rad. An ion incident at that angle moves \(\psi_1d\simeq2.3\) Å sideways between neighbouring atoms. The smeared potential would turn it back where \(A\ln(1+b^2/r^2)=2A\), or \(r=b/\sqrt{\mathrm e^2-1}\simeq0.07\) Å, with \(\mathrm e\) the base of natural logarithms. It can pass that distance without meeting an atom. The string has enough potential energy to reflect it, but the atoms are too far apart to act as a string.

## The range of the tail law

At \(\psi_N\), equation (4) gives the closest approach

\[
r_N=\frac{N\psi_Nd}{2}=\sqrt{\frac N2}\,\psi_2d .
\]

The derivation needs \(b\ll r_N\), which selects the tail, and \(\psi_N\ll1\). The impulse treatment given later also needs \(r_N\ll d\), so that encounters with successive atoms stay separate; for \(N=2\) this is the same as \(\psi_2\ll1\). For \(N=2\), the condition \(\psi_2d\gg b\) means

\[
E\ll E_b=\frac{Ad^2}{b^2},
\]

while \(\psi_2\ll1\) means \(E\gg K/d^2\). In the example \(E_b=3600\) keV, and the lower scale is about 5 eV. In a crystal the neighbouring rows set a further lower limit; for \(N=2\) it lies above the scale \(K/d^2\) when they are closer than \(2d\). If \(R_0\) is half the distance to the next row, \(r_N<R_0\) requires

\[
E>\left(\frac N2\right)^2\frac{Kd^2}{R_0^4}.
\]

Below this energy the ion feels several rows at once.

The first correction from the logarithm can be found for \(N=2\). Set \(\psi=y\psi_2\) and \(x=b^2/(\psi_2d)^2\). Since \(\psi_2^4=Ab^2/(Ed^2)\), we have \(x=\sqrt{E/E_b}\) and \(E\psi_2^2=Ax\). The condition \(E\psi^2=U(\psi d)\) becomes

\[
xy^2=\ln\left(1+\frac{x}{y^2}\right)
=\frac{x}{y^2}-\frac{x^2}{2y^4}+\cdots .
\]

Multiplication by \(y^2/x\) gives \(y^4=1-x/(2y^2)+\cdots\). Put \(y=1+\delta\) and keep first order: \(4\delta=-x/2\). Thus

\[
\psi=\psi_2\left[1-\frac18\sqrt{\frac E{E_b}}+\cdots\right]. \tag{7}
\]

At 40 keV, \(x=0.105\), so the predicted reduction is 1.3%. Solving the full condition by root finding gives \(6.03^\circ\), or 0.987 of \(\psi_2\), in agreement with this estimate.

## Other row potentials

Keep the requirement \(r_m=N\psi d/2\) as the definition of correlation, but let \(U\) be any decreasing positive potential. The critical angle solves

\[
E\psi^2=U\!\left(\frac{N\psi d}{2}\right). \tag{8}
\]

Define the local slope \(s=-d\ln U/d\ln r\) at that distance. Since \(r\propto\psi\), the logarithmic derivative of (8) is

\[
d\ln E+2\,d\ln\psi=-s\,d\ln\psi,
\qquad
\frac{d\ln\psi}{d\ln E}=-\frac1{2+s}. \tag{9}
\]

So correlation by itself does not fix the exponent. It supplies \(r\propto\psi\); the value \(-1/4\) also needs \(s=2\).

Two limits of (5) show the change. In the tail, \(U\propto(b^2/r^2)[1-b^2/(2r^2)]\) gives \(s\simeq2-b^2/r^2\), and the exponent tends to \(-1/4\). Close to the row, \(U\simeq2A\ln(b/r)\) gives \(s\simeq1/\ln(b/r)\), which tends slowly to zero, and (9) tends to \(-1/2\), the exponent of \(\psi_1\). In a real crystal thermal displacements, absent here, matter at such small distances.

A second case is the Molière atom,

\[
V(R)=\frac qR\sum_i\alpha_i e^{-\beta_iR/a},
\]

with \(\alpha=(0.35,0.55,0.10)\) and \(\beta=(0.3,1.2,6)\). Substituting \(z=r\sinh t\) in the row average turns each term into \(\int_{-\infty}^{\infty}e^{-\beta_i(r/a)\cosh t}dt=2K_0(\beta_ir/a)\), where \(K_0\) is a modified Bessel function. Therefore

\[
U(r)=2A\sum_i\alpha_iK_0(\beta_ir/a).
\]

Root finding at neighbouring energies gives these local exponents for \(N=2\):

| \(E\) (keV) | standard | Molière |
|---:|---:|---:|
| 1 | −0.251 | −0.166 |
| 10 | −0.253 | −0.209 |
| 40 | −0.256 | −0.240 |
| 160 | −0.262 | −0.270 |
| 1000 | −0.278 | −0.301 |

The standard potential settles towards \(-1/4\) as the energy falls. The Molière row passes through that value between 40 and 160 keV and then leaves it. Its far tail is exponential: \(K_0(u)\sim\sqrt{\pi/(2u)}\,e^{-u}\) gives \(s\simeq\beta_1r/a+1/2\), with \(\beta_1=0.3\), which grows with distance. For such atoms \(E^{-1/4}\) is a local law over a limited energy range, not the limit of ever lower energy.

## Putting the atoms back

The count \(N\) rests on a chosen collision length. The discrete row gives the same scaling without that choice.

When \(r\ll d\), treat each atom as giving a sudden kick at fixed \(r\). The transverse momentum gained is

\[
\Delta p=-\frac1v\int_{-\infty}^{\infty}\frac{\partial V}{\partial r}\,dz
=-\frac dv\,U'(r).
\]

Dividing by \(mv=2E/v\) gives the change of angle \(-dU'(r)/(2E)\). For the tail, \(U'=-2K/r^3\), so the kick is \(Kd/(Er^3)\). Measure distance and angle as \(r=\psi_2d\,\rho\) and \(dr/dz=\psi_2\eta\). The kick in \(\eta\) is then

\[
\frac{Kd}{E\psi_2(\psi_2d\rho)^3}
=\frac{K}{Ed^2\psi_2^4}\frac1{\rho^3}=\frac1{\rho^3}.
\]

Free flight followed by a kick gives

\[
\rho_{j+1}=\rho_j+\eta_j,\qquad
\eta_{j+1}=\eta_j+\frac1{\rho_{j+1}^3}. \tag{10}
\]

No energy, charge or spacing remains. What is left is the incident angle \(\eta=\psi/\psi_2\) and the position of the atoms relative to the path. Any fixed criterion for the loss of regular reflection that is stated in these scaled variables, such as a given relative change of exit angle, must therefore give a pure number times \(\psi_2\), and hence \(E^{-1/4}\), within this tail and impulse model.

For small steps (10) becomes \(d\rho/dj=\eta\), \(d\eta/dj=1/\rho^3\), which conserves \(\eta^2+1/\rho^2\). This is the smeared string again.

### How sharply regular reflection is lost

A smeared string returns the ion at its incident angle. A discrete row changes the exit angle by an amount that depends on where the atoms lie. To measure this, the map was iterated from a distance of about \(40\psi_2d\) for 200 starting positions spread over one period. Incident and exit angles were corrected for the small remaining potential. The largest relative changes of exit angle were:

| \(N\) | largest change |
|---:|---:|
| 4 | 0.00025 |
| 3 | 0.0047 |
| 2 | 0.11 |
| 1 | 7.6 |

A first-order estimate accounts for the steep rise. Let \(n\) be a continuous atom index. The kicks multiply \(1/\rho^2\) by a periodic train of delta functions, whose first harmonic is \(2\cos2\pi(n+\varphi)\), with \(\varphi\) the position of the atoms. The transverse energy \(\epsilon=\eta^2+W\), where \(W\) is the modulated potential, changes at the rate \(\partial W/\partial n\) taken at fixed \(\rho\). Along the smooth path \(\rho^2=1/\eta^2+\eta^2n^2\), with \(\eta\) the incident value,

\[
\Delta\epsilon=-4\pi\int_{-\infty}^{\infty}
\frac{\sin2\pi(n+\varphi)}{1/\eta^2+\eta^2n^2}\,dn
=-4\pi^2e^{-2\pi/\eta^2}\sin2\pi\varphi .
\]

The part of the sine odd in \(n\) integrates to zero, and the even part uses \(\int\cos(2\pi n)/(1/\eta^2+\eta^2n^2)\,dn=\pi e^{-2\pi/\eta^2}\). Since \(\eta^2=2/N\) and \(\Delta\eta/\eta=\Delta\epsilon/(2\eta^2)\), the largest relative change is estimated as

\[
\pi^2N\,e^{-\pi N}.
\]

This gives 0.00014 for \(N=4\) and 0.0024 for \(N=3\), about half the map values. For \(N=2\) it gives 0.037, about a third of the map value. First order thus captures most of the steepness but not the prefactor. Each additional atom sharing the deflection suppresses the irregularity by roughly a factor of twenty in this range, so a few atoms already act almost as a string.

If a 10% change defines the breakdown, root finding on the tail map puts it at \(0.991\psi_2\). The conventional angle thus lies close to a dynamical threshold, though the coefficient depends on the percentage chosen.

### The full potential

With the kick from (5), the same 10% threshold lies at \(0.999\psi_2\), \(1.008\psi_2\) and \(1.024\psi_2\) for 10, 40 and 160 keV. The average exponent from 10 to 160 keV is \(-0.241\). Most of this departure from \(-1/4\) belongs to the sudden-kick approximation, whose error grows with \(\psi_2\). Integrating Newton's equations instead, as described next, puts the thresholds near \(1.031\psi_2\), \(1.029\psi_2\) and \(1.038\psi_2\), an average exponent of about \(-0.248\). The counting rule (8) gave exponents slightly steeper than \(-1/4\). Away from the pure tail the small correction thus depends on how breakdown is defined and on how the encounters are treated.

The sudden kick can also be dropped. Newton's equations were integrated at 40 keV by the velocity Verlet method, with a step of 0.02 Å, through the summed atomic potentials. The ion started one spacing from the row, at 16 positions along a period. The exit angle was measured through the transverse speed, with the small potential at that distance included. For \(N=4\) the largest relative change was only one or two parts in ten thousand, both here and in the full-potential map. For \(N=2\) it was 0.067, against 0.090 from the map. The number of positions sampled is not the cause: for \(N=2\), 64 positions give 0.068 in the integration, and the map gives 0.090 with 16 positions as well as with 200. The gap comes mainly from the map's treatment of each encounter as a sudden kick at fixed \(r\), whereas the real force is spread along the path: with the speed along the row held fixed, spreading the transverse force over its true width lowers the change to 0.063, and over half that width to 0.075.

For \(N=1\) the changes were 2.7 and 5.0. These are violent deflections by individual atoms, outside the small-angle range of the map, and the values show failure of the string picture rather than a precise angle.

All these results refer to fixed atoms and an ion that loses no energy. Thermal displacement, recoil, electronic stopping and neighbouring rows can alter the angle observed in a crystal. The \(E^{-1/4}\) law belongs to the range in which the deflection is shared by a fixed number of atoms and the row potential at closest approach falls nearly as \(1/r^2\).

Numbers in the example were calculated in double precision.
